# Flat-band voltage of an ideal metal-gate capacitor on p-type silicon: a program that tests the result

```python
# Result under test: the ideal flat-band voltage of a metal-oxide-silicon
# capacitor on p-type silicon,
#   V_FB = [Phi_M - chi - Eg/2 - kT ln(N_A/n_i)] / q,
# is about -0.43 V for the data below at 300 K.
# Phi_M: gate work function, chi: electron affinity, Eg: gap (all eV),
# N_A: acceptor density, n_i: intrinsic density (cm^-3), kT: thermal energy.
# The intrinsic level is at midgap unless a band-mass ratio is given.
# Lengths are in nm, potentials in V, charges in elementary charges.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

PHI_M, CHI, GAP = 4.6, 4.05, 1.12
ACCEPTORS, INTRINSIC, TEMP = 1e17, 1e10, 300.0
K_EV = const.k / const.e
KT = K_EV * TEMP
EPS0 = const.epsilon_0 / const.e * 1e-9      # elementary charges / (V nm)
EPS_OX, EPS_SI = 3.9 * EPS0, 11.7 * EPS0     # rough relative permittivities
T_OX = 5.0                                   # oxide thickness, nm
CM3 = 1e-21                                  # cm^-3 to nm^-3
CM2 = 1e-14                                  # cm^-2 to nm^-2


def flatband_formula(acceptors=ACCEPTORS, intrinsic=INTRINSIC):
    fermi_depth = KT * np.log(acceptors / intrinsic)
    return PHI_M - (CHI + GAP / 2 + fermi_depth)


def band_states(intrinsic=INTRINSIC, mass_ratio=1.0):
    """Effective densities of states (conduction, valence) at 300 K that
    give the chosen intrinsic density; mass_ratio = hole/electron mass."""
    mean = intrinsic * np.exp(GAP / (2 * KT))
    return mean * mass_ratio**-0.75, mean * mass_ratio**0.75


def occupied_fraction(eta):
    """Carrier density / effective density of states, by integrating a
    parabolic-band density of states with Fermi-Dirac occupation."""
    value = quad(lambda t: t * t / (1 + np.exp(t * t - eta)), 0, 12,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    return 4 / np.sqrt(np.pi) * value


def bulk_fermi(states, acceptors=ACCEPTORS, temp=TEMP, gap=GAP, level=None):
    """Fermi energy above the valence edge from charge neutrality.
    level: acceptor energy above the valence edge, None = full ionization."""
    kt = K_EV * temp
    scale = (temp / TEMP)**1.5

    def charge(fermi):
        holes = scale * states[1] * occupied_fraction(-fermi / kt)
        electrons = scale * states[0] * occupied_fraction((fermi - gap) / kt)
        ionized = acceptors
        if level is not None:
            ionized = acceptors / (1 + 4 * np.exp((level - fermi) / kt))
        return holes - electrons - ionized

    return brentq(charge, 0.0, gap, xtol=1e-12)


def flatband_bulk(states, gap=GAP, **options):
    return PHI_M - (CHI + gap - bulk_fermi(states, gap=gap, **options))


# Nonlinear Poisson equation through oxide and silicon.
# psi = -(local vacuum level)/q, with the silicon Fermi level at zero.
STEP = 0.5
N_OX = int(round(T_OX / STEP))
N_SI = 600
N_NODES = N_OX + N_SI + 1
COUPLING = np.r_[np.full(N_OX, EPS_OX), np.full(N_SI, EPS_SI)] / STEP
VOLUME = np.zeros(N_NODES)
VOLUME[N_OX:] = STEP
VOLUME[[N_OX, -1]] = STEP / 2
N_C, N_V = band_states()


def carriers(psi):
    electrons = N_C * CM3 * np.exp((psi + CHI) / KT)
    holes = N_V * CM3 * np.exp(-(psi + CHI + GAP) / KT)
    return electrons, holes


def net_charge(psi):
    electrons, holes = carriers(psi)
    return holes - electrons - ACCEPTORS * CM3


START = brentq(net_charge, -CHI - GAP, -CHI)


def solve_poisson(gate_voltage, sheets=None):
    """sheets: dictionary node -> fixed sheet charge (per nm^2)."""
    fixed = np.zeros(N_NODES)
    for node, amount in (sheets or {}).items():
        fixed[node] = amount
    psi = np.full(N_NODES, START)
    psi[0] = gate_voltage - PHI_M
    for _ in range(300):
        flux = COUPLING * np.diff(psi)
        residual = VOLUME * net_charge(psi) + fixed
        residual[:-1] += flux
        residual[1:] -= flux
        residual[0] = 0.0
        electrons, holes = carriers(psi)
        matrix = np.zeros((3, N_NODES))
        matrix[1] = -VOLUME * (electrons + holes) / KT
        matrix[1, :-1] -= COUPLING
        matrix[1, 1:] -= COUPLING
        matrix[1, 0] = 1.0
        matrix[0, 2:] = COUPLING[1:]
        matrix[2, :-1] = COUPLING
        change = solve_banded((1, 1), matrix, -residual)
        psi = psi + np.clip(change, -0.1, 0.1)
        if np.max(np.abs(change)) < 1e-10:
            return psi
    raise RuntimeError("Poisson iteration did not converge")


def flatband_poisson(sheets=None):
    def bending(gate_voltage):
        psi = solve_poisson(gate_voltage, sheets)
        return psi[N_OX] - psi[-1]
    return brentq(bending, -0.9, 0.0, xtol=1e-9)


# Ideal result against both independent calculations.
v_fb = flatband_formula()
v_fb_poisson = flatband_poisson()
v_fb_fermi = flatband_bulk((N_C, N_V))
assert abs(v_fb - v_fb_poisson) < 1e-6
assert abs(v_fb + 0.43) < 0.005
flat = solve_poisson(v_fb)
assert np.ptp(flat) < 1e-6                   # no field anywhere

# Bulk formula for several dopings, intrinsic densities and mass ratios;
# the tolerance allows for the small degeneracy correction.
for acceptors in (1e15, 1e16, 1e17):
    for intrinsic in (1e10, 1.5e10):
        for ratio in (0.8 / 1.1, 1.0, 1.2 / 1.1):
            numeric = flatband_bulk(band_states(intrinsic, ratio),
                                    acceptors=acceptors)
            formula = (flatband_formula(acceptors, intrinsic)
                       + 0.75 * KT * np.log(ratio))
            assert abs(numeric - formula) < 1e-4

# Intrinsic level for unequal masses, from n = p without doping.
for ratio in (0.8 / 1.1, 1.2 / 1.1):
    middle = bulk_fermi(band_states(mass_ratio=ratio), acceptors=0.0)
    assert abs(middle - GAP / 2 - 0.75 * KT * np.log(ratio)) < 1e-6

# Zero gate voltage: depletion, compared with the depletion relation.
zero_bias = solve_poisson(0.0)
surface = zero_bias[N_OX] - zero_bias[-1]
oxide_drop = zero_bias[0] - zero_bias[N_OX]
c_ox = EPS_OX / T_OX
depletion_drop = np.sqrt(2 * EPS_SI * ACCEPTORS * CM3 * (surface - KT)) / c_ox
assert surface > 0 and carriers(zero_bias[N_OX])[1] < 0.01 * ACCEPTORS * CM3
assert abs(-v_fb - surface - depletion_drop) < 1e-3

# Fixed oxide charge at the interface, and an interface dipole layer.
oxide_charge = 1e11
shift_charge = flatband_poisson({N_OX: oxide_charge * CM2}) - v_fb_poisson
assert abs(shift_charge + oxide_charge * CM2 / c_ox) < 1e-6
dipole_charge, dipole_length = 5e12, STEP
shift_dipole = flatband_poisson({N_OX: dipole_charge * CM2,
                                 N_OX - 1: -dipole_charge * CM2}) - v_fb_poisson
assert abs(shift_dipole + dipole_charge * CM2 * dipole_length / EPS_OX) < 1e-6

# Degeneracy and incomplete ionization (rough boron level).
shift_degenerate = v_fb_fermi - v_fb
assert abs(shift_degenerate + KT * ACCEPTORS / (np.sqrt(8) * N_V)) < 1e-6
boron_level = 0.045
fermi_boron = bulk_fermi((N_C, N_V), level=boron_level)
ionized = 1 / (1 + 4 * np.exp((boron_level - fermi_boron) / KT))
shift_boron = flatband_bulk((N_C, N_V), level=boron_level) - v_fb_fermi
assert abs(shift_boron + KT * np.log(ionized)) < 1e-5

# Hot operation, with a rough linear gap slope and fixed affinity.
hot, gap_slope = 398.0, -3e-4
hot_gap = GAP + gap_slope * (hot - TEMP)
v_fb_hot = flatband_bulk((N_C, N_V), temp=hot, gap=hot_gap)
v_fb_hot_same_gap = flatband_bulk((N_C, N_V), temp=hot)
hot_fermi = K_EV * hot * np.log(N_V * (hot / TEMP)**1.5 / ACCEPTORS)
assert abs(v_fb_hot - (PHI_M - CHI - hot_gap + hot_fermi)) < 1e-4
assert v_fb_hot > v_fb_hot_same_gap > v_fb

v_fb_older = flatband_formula(intrinsic=1.5e10)
fermi_depth = KT * np.log(ACCEPTORS / INTRINSIC)
print(f"Gate work function: {PHI_M:.2f} eV")
print(f"Silicon affinity: {CHI:.2f} eV")
print(f"Silicon gap: {GAP:.2f} eV")
print(f"Acceptor density: {ACCEPTORS:.1e} cm^-3")
print(f"Intrinsic density: {INTRINSIC:.1e} cm^-3")
print(f"Temperature: {TEMP:.0f} K")
print(f"Thermal energy kT: {KT:.5f} eV")
print(f"ln(N_A/n_i): {np.log(ACCEPTORS / INTRINSIC):.3f}")
print(f"Intrinsic level minus Fermi level: {fermi_depth:.4f} eV")
print(f"Fermi level above valence edge: {GAP / 2 - fermi_depth:.4f} eV")
print(f"Silicon work function: {CHI + GAP / 2 + fermi_depth:.4f} eV")
print(f"Flat-band voltage, formula: {v_fb:.4f} V")
print(f"Flat-band voltage, Poisson solution: {v_fb_poisson:.4f} V")
print(f"Flat-band voltage, Fermi-Dirac bulk: {v_fb_fermi:.4f} V")
print(f"Effective density of states, each band: {N_V:.3e} cm^-3")
print(f"Oxide thickness: {T_OX:.1f} nm")
print(f"Relative permittivity, oxide: {EPS_OX / EPS0:.1f}")
print(f"Relative permittivity, silicon: {EPS_SI / EPS0:.1f}")
print(f"Surface potential at zero gate voltage: {surface:.3f} V")
print(f"Oxide voltage at zero gate voltage: {oxide_drop:.3f} V")
print(f"Oxide field at zero gate voltage: {10 * oxide_drop / T_OX:.3f} MV/cm")
print(f"Flat-band voltage for n_i = 1.5e10 cm^-3: {v_fb_older:.4f} V")
print(f"Shift from that n_i: {1e3 * (v_fb_older - v_fb):.1f} mV")
for hole_mass in (0.8, 1.2):
    offset = 0.75 * KT * np.log(hole_mass / 1.1)
    print(f"Shift, masses m_h={hole_mass}, m_e=1.1: {1e3 * offset:.1f} mV")
print(f"Shift from degeneracy: {1e3 * shift_degenerate:.3f} mV")
print(f"Boron level above valence edge (rough): {1e3 * boron_level:.0f} meV")
print(f"Ionized boron fraction: {ionized:.3f}")
print(f"Shift from incomplete ionization: {1e3 * shift_boron:.1f} mV")
print(f"Oxide charge density (positive): {oxide_charge:.1e} cm^-2")
print(f"Shift from oxide charge: {1e3 * shift_charge:.1f} mV")
print(f"Dipole sheet density: {dipole_charge:.1e} cm^-2")
print(f"Dipole separation: {dipole_length:.1f} nm")
print(f"Shift from dipole layer: {1e3 * shift_dipole:.1f} mV")
print(f"Hot operating temperature: {hot:.0f} K")
print(f"Gap slope (rough): {1e3 * gap_slope:.1f} meV/K")
print(f"Gap when hot: {hot_gap:.4f} eV")
print(f"Flat-band voltage when hot, gap unchanged: {v_fb_hot_same_gap:.4f} V")
print(f"Flat-band voltage when hot, gap reduced: {v_fb_hot:.4f} V")
print(f"Total shift when hot: {1e3 * (v_fb_hot - v_fb):.1f} mV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Gate work function: 4.60 eV
Silicon affinity: 4.05 eV
Silicon gap: 1.12 eV
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Temperature: 300 K
Thermal energy kT: 0.02585 eV
ln(N_A/n_i): 16.118
Intrinsic level minus Fermi level: 0.4167 eV
Fermi level above valence edge: 0.1433 eV
Silicon work function: 5.0267 eV
Flat-band voltage, formula: -0.4267 V
Flat-band voltage, Poisson solution: -0.4267 V
Flat-band voltage, Fermi-Dirac bulk: -0.4267 V
Effective density of states, each band: 2.556e+19 cm^-3
Oxide thickness: 5.0 nm
Relative permittivity, oxide: 3.9
Relative permittivity, silicon: 11.7
Surface potential at zero gate voltage: 0.291 V
Oxide voltage at zero gate voltage: 0.136 V
Oxide field at zero gate voltage: 0.272 MV/cm
Flat-band voltage for n_i = 1.5e10 cm^-3: -0.4162 V
Shift from that n_i: 10.5 mV
Shift, masses m_h=0.8, m_e=1.1: -6.2 mV
Shift, masses m_h=1.2, m_e=1.1: 1.7 mV
Shift from degeneracy: -0.036 mV
Boron level above valence edge (rough): 45 meV
Ionized boron fraction: 0.924
Shift from incomplete ionization: 2.1 mV
Oxide charge density (positive): 1.0e+11 cm^-2
Shift from oxide charge: -23.2 mV
Dipole sheet density: 5.0e+12 cm^-2
Dipole separation: 0.5 nm
Shift from dipole layer: -116.0 mV
Hot operating temperature: 398 K
Gap slope (rough): -0.3 meV/K
Gap when hot: 1.0906 eV
Flat-band voltage when hot, gap unchanged: -0.3654 V
Flat-band voltage when hot, gap reduced: -0.3360 V
Total shift when hot: 90.7 mV
ALL CHECKS PASSED
```
